# Landé's penetrating-orbit formula and the alkali p doublets

## One charge throughout: the hydrogenic doublet

Consider one electron in the field \(V=-Z/r\). Atomic units are used in the algebra, with \(c=1/\alpha\).

The spin-orbit operator follows from the Dirac equation. With the rest energy removed, the small component is

\[
\chi=\frac{c\,\boldsymbol\sigma\cdot\mathbf p\,\phi}{2c^2+E-V}
\approx\frac1{2c}\left[1-\frac{E-V}{2c^2}\right]\boldsymbol\sigma\cdot\mathbf p\,\phi .
\]

Inserted in the equation for \(\phi\), this produces the term \((1/4c^2)\,\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\). Since \(\mathbf p\) acts on \(V\) as \(-i\nabla V\), and \((\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)\), its spin-dependent part is

\[
\frac{\alpha^2}{4}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)
=\frac{\alpha^2}{2}\frac{V'}{r}\,\mathbf l\cdot\mathbf s .
\]

From \(\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]\), the values are \(l/2\) for \(j=l+\frac12\) and \(-(l+1)/2\) for \(j=l-\frac12\). They differ by \(l+\frac12\). To first order, the splitting \(\Delta=E_{l+1/2}-E_{l-1/2}\) is

\[
\Delta=\frac{\alpha^2}{2}\left(l+\tfrac12\right)\left\langle\frac{V'}{r}\right\rangle,\qquad l\ge1. \tag{1}
\]

Here \(V'/r=Z/r^3\). Two relations give the average.

- Differentiate \(E=-Z^2/[2(n_r+l+1)^2]\) with respect to \(l\) at fixed radial node number \(n_r\). The radial Hamiltonian depends on \(l\) through \(l(l+1)/2r^2\), so \((l+\frac12)\langle r^{-2}\rangle=Z^2/n^3\).
- The mean radial force vanishes in a stationary state, because \(\langle[H,d/dr]\rangle=0\). The boundary terms at the origin behave as \(r^{2l}\) and vanish for \(l\ge1\). Hence \(l(l+1)\langle r^{-3}\rangle=Z\langle r^{-2}\rangle\).

Together they give \(\langle r^{-3}\rangle=Z^3/[n^3l(l+\frac12)(l+1)]\), and (1) becomes

\[
\Delta_{\rm H}=\frac{\alpha^2Z^4}{2n^3l(l+1)}
=\frac{Z^2}{n^3}\times\frac{\alpha^2Z^2}{2l(l+1)}. \tag{2}
\]

The first factor is \(dE/dn\), the frequency of the radial motion. The second does not depend on \(n\): it is the effect of one passage near the nucleus. In an alkali atom these factors belong to different regions. The frequency is set mainly outside the core, where the charge is \(Z_a\), and the passage takes place inside, where it is \(Z_i\). This suggests

\[
\boxed{\Delta=\frac{\alpha^2Z_a^2Z_i^2}{2n^{*3}l(l+1)}},\qquad E=-\frac{Z_a^2}{2n^{*2}}. \tag{3}
\]

## First derivation: normalising the wave

Let \(V=-Z_a/r\) outside the core and \(V\approx-Z_i/r+V_0\) near the nucleus. Between the turning points \(r_1,r_2\) the WKB radial function is

\[
u=\frac{N}{\sqrt v}\cos\left(\int_{r_1}^r v\,dr'-\frac\pi4\right),\qquad
v^2=2(E-V)-\frac{(l+\frac12)^2}{r^2},
\]

where \(v\) is the radial speed. The squared cosine averages to one half. With the period \(T=2\int dr/v\), normalisation gives

\[
1=\frac{N^2}{2}\int_{r_1}^{r_2}\frac{dr}{v}=\frac{N^2T}{4}
\quad\Rightarrow\quad N^2=\frac4T=\frac{2\omega}{\pi},\qquad \omega=\frac{2\pi}{T}.
\]

The quantisation condition is \(\int v\,dr=\pi(n_r+\frac12)\). Differentiate it with respect to \(E\), using \(\partial v/\partial E=1/v\); the moving end points contribute nothing because \(v=0\) there. Then \(T/2=\pi\,dn/dE\), so \(\omega=dE/dn\).

Write \(n=n^*+\delta(E)\), with quantum defect \(\delta\). Since \(dE/dn^*=Z_a^2/n^{*3}\),

\[
\frac1\omega=\frac{n^{*3}}{Z_a^2}+\frac{d\delta}{dE}. \tag{4}
\]

For a slowly varying defect, \(\omega\approx Z_a^2/n^{*3}\).

Near the nucleus \(E-V_0\) is small beside \(Z_i/r\). Neglecting it leaves

\[
u''+\left[\frac{2Z_i}{r}-\frac{l(l+1)}{r^2}\right]u=0 .
\]

Set \(u=A\sqrt r\,f(x)\) with \(x=\sqrt{8Z_ir}\), so \(dx/dr=x/2r\). Two differentiations give \(u''=\frac A4r^{-3/2}(x^2f''+xf'-f)\). Multiplying the equation by \(4r^{3/2}/A\) yields

\[
x^2f''+xf'+[x^2-(2l+1)^2]f=0 .
\]

The regular solution is \(f=J_\nu(x)\), \(\nu=2l+1\).

At large \(x\), \(J_\nu^2\) averages to \(1/(\pi x)\). The WKB average of \(u^2\) is \(\omega/(\pi v)\), with \(v\approx\sqrt{2Z_i/r}\) in the joining region. Equating the two,

\[
\frac{A^2\sqrt r}{\pi\sqrt{8Z_i}}=\frac{\omega\sqrt r}{\pi\sqrt{2Z_i}}
\quad\Rightarrow\quad A^2=2\omega .
\]

Now insert \(r=x^2/8Z_i\) and \(dr=x\,dx/4Z_i\):

\[
\left\langle\frac{V'}r\right\rangle=2\omega Z_i\int_0^\infty\frac{J_\nu^2}{r^2}\,dr
=32\,\omega Z_i^2I_3,\qquad I_k=\int_0^\infty\frac{J_\nu^2}{x^k}\,dx. \tag{5}
\]

The integral \(I_3\) follows from Bessel's equation. Let \(D=x\,d/dx\), so \(D^2J_\nu=(\nu^2-x^2)J_\nu\).

*The integral \(I_1\).* For two orders \(\mu,\nu\), subtracting the cross-multiplied equations and integrating gives

\[
(\mu^2-\nu^2)\int_0^\infty J_\mu J_\nu\frac{dx}{x}
=\Big[x(J_\mu'J_\nu-J_\mu J_\nu')\Big]_0^\infty
=\frac2\pi\sin\frac{(\mu-\nu)\pi}{2},
\]

where the upper limit uses \(J_\nu\to\sqrt{2/\pi x}\cos(x-\nu\pi/2-\pi/4)\). Letting \(\mu\to\nu\) gives \(I_1=1/(2\nu)\).

*From \(I_1\) to \(I_3\).* Let \(G=(DJ_\nu)^2+(x^2-\nu^2)J_\nu^2\). Bessel's equation gives \(DG=2x^2J_\nu^2\). Multiply by \(x^{-3}\) and integrate by parts, with vanishing boundary terms:

\[
2I_1=2\int_0^\infty\frac{G}{x^3}dx=2(K+I_1-\nu^2I_3),\qquad K=\int_0^\infty\frac{(DJ_\nu)^2}{x^3}dx ,
\]

so \(K=\nu^2I_3\). Next integrate \(x^{-3}J_\nu D^2J_\nu\). Bessel's equation makes it \(\nu^2I_3-I_1\); integration by parts makes it \(-K+2I_3\). Therefore \(I_1=2(\nu^2-1)I_3\). As \(\nu^2-1=4l(l+1)\),

\[
I_3=\frac1{4\nu(\nu^2-1)}=\frac1{32\,l(l+\frac12)(l+1)} .
\]

Equations (5) and (1) then give

\[
\left\langle\frac{V'}r\right\rangle=\frac{\omega Z_i^2}{l(l+\frac12)(l+1)},\qquad
\Delta=\frac{\alpha^2\omega Z_i^2}{2l(l+1)}. \tag{6}
\]

With \(\omega=Z_a^2/n^{*3}\) this is (3).

## Second derivation: shifting the phase

Choose a joining radius \(r_j\) outside the region where the spin-orbit term matters, but where WKB holds. Continued from the nucleus, the wave near \(r_j\) is proportional to \(v^{-1/2}\cos(\int_{r_j}^rv\,dr'+a)\). The solution that decays outside is proportional to \(v^{-1/2}\cos(\int_{r_j}^rv\,dr'-b)\). They agree, up to sign, when \(a+b\) is a multiple of \(\pi\). This multiple rises by one from each level to the next. If \(a+b\) also varies smoothly with energy between the levels, which reflection outside \(r_j\) would spoil, then

\[
\frac{d(a+b)}{dE}=\pi\frac{dn}{dE}=\frac\pi\omega .
\]

The spin-orbit term changes the inner phase by a small \(\delta a_j\), which depends on \(j\). The energy must move to restore the condition:

\[
\frac\pi\omega\,\delta E_j+\delta a_j=0,\qquad
\Delta=-\frac\omega\pi\left(\delta a_{l+1/2}-\delta a_{l-1/2}\right). \tag{7}
\]

The phase difference can be read from hydrogen. In a pure Coulomb field \(Z_i\), \(\omega=Z_i^2/n^3\), and (2) gives the splitting. Hence

\[
\delta a_{l+1/2}-\delta a_{l-1/2}
=-\pi\frac{n^3}{Z_i^2}\,\frac{\alpha^2Z_i^4}{2n^3l(l+1)}
=-\frac{\pi\alpha^2Z_i^2}{2l(l+1)} .
\]

For high \(n\), the inner hydrogenic wave approaches the zero-energy wave of the penetrating orbit, so the same phase difference applies. Equation (7), with the \(\omega\) of the actual atom, reproduces (6). The doublet is thus a difference of \(\alpha^2Z_i^2/[2l(l+1)]\) between the quantum defects of the two \(j\) series.

## What each derivation assumes

The first derivation needs the unperturbed wave near the nucleus and its normalisation, but not the hydrogen spectrum. The second needs neither a normalisation integral nor a Bessel function, but takes the hydrogenic splitting as known. It also explains why the inner factor survives a change of the outer field.

They share three assumptions: first-order spin-orbit coupling, a Coulomb-like inner region, and a joining region where WKB carries the wave without appreciable reflection. The step from (6) to (3) adds a slowly varying quantum defect. For \(l=0\) there is no doublet. Only p series are tested below. The result should not be carried to the alkali d series: the measured 3d doublets of Na and K are inverted, a sign that (1) and (3) cannot give in an attractive one-electron field. If the charge is \(Z_a\) everywhere, (3) returns to (2).

Neither derivation fixes \(Z_i\) in a screened core. A definition from the potential alone is

\[
Z_i^2=\frac{(l+\frac12)^3}{\pi}\int\frac{V'}{r\,v}\,dr, \tag{8}
\]

taken over the classically allowed region. It is built to return \(Z\) in a Coulomb field. With \(s=1/r\) and \(L=l+\frac12\), the integral is then

\[
Z\int\frac{s\,ds}{\sqrt{2E+2Zs-L^2s^2}}=Z\cdot\frac{\pi}{L}\cdot\frac{Z}{L^2},
\]

because the last two factors are the integral without \(s\) and the mean of \(s\), midway between the roots. The time average of \(V'/r\) is \((\omega/\pi)\int V'dr/(rv)=\omega Z_i^2/L^3\). WKB used all the way inward would therefore put \(L^3\) where (6) has \(l(l+\frac12)(l+1)\). For \(l=1\) the denominator would be 1.125 times too large, which is why WKB supplies the normalisation and not the inner integral.

## The doublets from Na to Cs

Each closed-shell ion core was computed self-consistently from the Dirac equation with a point nucleus and local-density exchange. The valence electron moves in the frozen ion field with Hara free-electron exchange. The electron's local momentum is taken as \(\sqrt{k_F^2+2I}\), with \(k_F\) the Fermi momentum of the core density and \(I\) the binding energy of the highest core level. The exchange weakens as this momentum grows relative to \(k_F\), which happens where the core density is low. Correlation, core polarisation, the Breit interaction and relativistic corrections to exchange are left out, so the Dirac splittings below are reference values of this model, not measurements.

For \(l=1\), \(Z_a^2/n^{*3}=2|E|/n^*\) turns (3) into \(\Delta=\alpha^2Z_i^2|E|/(2n^*)\). For Na 3p, with \(\alpha=0.00729735\), \(Z_i=9.85\) from (8), \(|E|=2.960\) eV and \(n^*=2.144\),

\[
\Delta=\frac{(0.00729735)^2(9.85)^2(2.960\ \text{eV})}{2(2.144)}=0.00357\ \text{eV}.
\]

For Cs 6p, \(Z_i=53.18\), \(|E|=2.203\) eV and \(n^*=2.485\) give 0.0668 eV. In the table, "first order" is (1) with the computed wave function; splittings are in eV.

| Level | Landé | First order | Dirac |
|---|---:|---:|---:|
| Na 3p | 0.0036 | 0.0026 | 0.0026 |
| K 4p | 0.0092 | 0.0075 | 0.0076 |
| Rb 5p | 0.0336 | 0.0288 | 0.0296 |
| Cs 6p | 0.0668 | 0.0602 | 0.0648 |

The Dirac values have the size of the measured splittings, roughly 0.002, 0.007, 0.03 and 0.07 eV.

The picture of a short inner passage holds. Half of the spin-orbit integral is collected within about 0.09 Å in Na and 0.015 Å in Cs, while the outer turning radii are 4.2 and 5.9 Å. The \(n^{*-3}\) law also holds well. If \(Z_i\) is extracted from the first-order splitting, \(Z_i^2\) changes over three successive levels by about 7% in Na and 0.5% in Cs.

The absolute value is less secure. Relative to first order, Landé's formula with (8) is too large by 37% in Na, 23% in K, 17% in Rb and 11% in Cs. For Mg\(^+\) 3p, where \(Z_a=2\), the excess is 7%. The close agreement with the Dirac value in Cs is partly a cancellation, since the Dirac splitting itself exceeds first order by 7.5%. Doubling \(c\) in the same fixed potential reduces that excess to 1.7%, a factor of 4.5, near the factor of four expected of a relative correction of order \(\alpha^2\). Using the computed \(dE/dn\) instead of \(Z_a^2/n^{*3}\) does not cure the overestimate: the excess becomes 40% in Na and 17% in Cs.

A comparison calculation locates the error. The valence electron was also placed in the core's own potential, whose local-density exchange is more attractive at the core edge. There (6), with \(dE/dn\) estimated from a quadratic fit of the defect to the three lowest valence levels, falls roughly 4 to 7% below first order for all five systems. The figure depends on the estimate of \(dE/dn\): a cubic fit to four levels gives about 2 to 7%, and the WKB period about 3 to 5%. Formula (3) does not share this agreement: in this potential the defect varies quickly, the estimated \(dE/dn\) exceeds \(Z_a^2/n^{*3}\) by roughly 10 to 24%, and (3) falls 15 to 23% below first order. On going from this potential to the valence potential, the Na density near the nucleus falls to 0.461 of its value and \(\langle V'/r\rangle\) to 0.465. The loss is therefore in the amplitude that reaches the nucleus, and the frequency, which in Na falls only to about 0.7 of its value, accounts for only part of it.

Reflection at the core edge is a plausible cause, but this remains a conjecture. In the variable \(\ln r\), the squared phase rate is \(q=r^2v^2\), and WKB needs it to change little over a local wavelength, a condition most easily broken where \(q\) is small. Its smallest value between core and outer region rises from 0.95 in Na to 3.4 in Cs, while the error falls. Yet \(q\) alone does not determine the error: K, with \(q=2.2\), has an excess of 28% in (6), whereas Na in the comparison potential, with \(q=2.2\) at the same radius as before, has a deficit of 4 to 7%, depending on how \(dE/dn\) is estimated.

The choice \(Z_i=Z-4\) gives 0.0018, 0.0067, 0.0292 and 0.0614 eV from Na to Cs. It is close to the Dirac values for Rb and Cs but about 30% low for Na. The charge extracted from first order is \(Z-2.6\) in Na and \(Z-4.5\) in Cs, so no single subtraction is exact in this model, whose Na splitting itself lies above the measured size. Within the model, \(Z_i=Z-2.8\) in (3), with the computed \(n^*\), reproduces the four Dirac splittings within 6%, partly because the Dirac values exceed first order in the heavy atoms. This fit does not carry over to the real atoms: with measured \(n^*\), \(Z-2.8\) overestimates the measured splittings by 11 to 20%, whereas \(Z-4\) stays within about 12%.

The Dirac splitting grows by a factor 24.8 from Na to Cs, almost the ratio of \(Z^2\), which is 25. The measured ratio is about 32, so this near-equality belongs to the model, whose Na splitting is about 22% above the measured one. The factors behind it show that it is a coincidence:

\[
\left(\frac{50.53}{8.42}\right)^2\left(\frac{2.144}{2.485}\right)^3\frac{1.075}{1.001}
=36.0\times0.642\times1.074=24.8 .
\]

The extracted inner charge grows faster than \(Z\), the larger Cs orbit returns to the nucleus less often, and higher-order relativity restores a few per cent. The numerical check printed below contains the tabulated model values.

## Computed results

```
fine-structure constant = 0.00729735 (no unit)
n=40 p state at r = 1 bohr: exact/matched = 0.9998
Coulomb Z=55 2p Dirac splitting: basis 461.117 eV, exact 461.118 eV
(l+1/2)^3 / [l(l+1/2)(l+1)] for l=1 = 1.125
Valence potential, level and dE/dn * nstar^3/Za^2:
  Na 3p: Z=11, Za=1, E=-2.960 eV, nstar=2.144, ratio=1.025
  K 4p: Z=19, Za=1, E=-2.563 eV, nstar=2.304, ratio=1.042
  Rb 5p: Z=37, Za=1, E=-2.397 eV, nstar=2.383, ratio=1.047
  Cs 6p: Z=55, Za=1, E=-2.203 eV, nstar=2.485, ratio=1.053
  Mg+ 3p: Z=12, Za=2, E=-10.368 eV, nstar=2.291, ratio=1.032
Turning radii; radius holding half of the spin-orbit integral:
  Na: inner 0.0769, outer 4.17, half 0.0872 angstrom
  K: inner 0.0395, outer 4.94, half 0.0460 angstrom
  Rb: inner 0.0187, outer 5.34, half 0.0222 angstrom
  Cs: inner 0.0122, outer 5.87, half 0.0145 angstrom
  Mg+: inner 0.0687, outer 2.44, half 0.0783 angstrom
Zi from orbit average; Zi from direct <V'/r> for n, n+1, n+2:
  Na: orbit 9.85; direct 8.42, 8.63, 8.70; nstar 2.144, 3.157, 4.162
  K: orbit 17.62; direct 15.91, 16.10, 16.17; nstar 2.304, 3.327, 4.335
  Rb: orbit 35.40; direct 32.77, 32.99, 33.09; nstar 2.383, 3.409, 4.418
  Cs: orbit 53.18; direct 50.53, 50.58, 50.66; nstar 2.485, 3.515, 4.526
  Mg+: orbit 10.80; direct 10.46, 10.51, 10.54; nstar 2.291, 3.308, 4.314
Splittings in eV: Dirac, first order, Lande with orbit Zi:
  Na: 0.00261, 0.00261, 0.00357; Lande/first=1.369, Dirac/first=1.001
  K: 0.00755, 0.00750, 0.00920; Lande/first=1.227, Dirac/first=1.007
  Rb: 0.02960, 0.02876, 0.03357; Lande/first=1.167, Dirac/first=1.029
  Cs: 0.06475, 0.06024, 0.06675; Lande/first=1.108, Dirac/first=1.075
  Mg+: 0.01322, 0.01317, 0.01405; Lande/first=1.067, Dirac/first=1.004
Lande in eV with Zi=Z, with Zi=Z-4; rough measured size (input):
  Na: 0.00445, 0.00180; about 0.002 eV
  K: 0.01069, 0.00667; about 0.007 eV
  Rb: 0.03667, 0.02917; about 0.03 eV
  Cs: 0.07139, 0.06138; about 0.07 eV
  Mg+: 0.01735, 0.00771; about 0.01 eV
Core edge: radius; q and (dE/dn form)/first, valence | core potential:
  Na: 0.84 angstrom; q 0.95 | 2.15; 1.403 | 0.929
  K: 1.41 angstrom; q 2.24 | 4.21; 1.278 | 0.943
  Rb: 1.64 angstrom; q 2.76 | 5.02; 1.223 | 0.949
  Cs: 1.97 angstrom; q 3.41 | 6.00; 1.167 | 0.959
  Mg+: 0.27 angstrom; q 1.98 | 2.17; 1.101 | 0.946
Core potential: E, WKB/level dE/dn, Lande/first; valence/core ratios:
  Na: -3.599 eV, 1.035, 0.844; inner density 0.461, <V'/r> 0.465
  K: -3.287 eV, 1.023, 0.793; inner density 0.445, <V'/r> 0.446
  Rb: -3.103 eV, 1.018, 0.783; inner density 0.455, <V'/r> 0.455
  Cs: -2.878 eV, 1.005, 0.774; inner density 0.468, <V'/r> 0.468
  Mg+: -12.055 eV, 1.005, 0.847; inner density 0.633, <V'/r> 0.639
Cs Dirac/first order: c 1.0747; doubled c 1.0166
Cs/Na splitting ratio: Dirac 24.80, Lande 18.70, Z^2 alone 25.00
```
